# Direct ring CCD for minimal-basis H2, compared with MP2: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Direct ring CCD for minimal-basis H2.
Result under test: E = (sqrt(d(d+4K)) - d - 2K)/2, with leading term -K^2/d,
twice the full MP2 energy -K^2/(2d).
d: Hartree-Fock gap between orbitals g (occupied) and u (empty).
K: exchange integral (gu|gu). t: singlet ring amplitude, E = K t.
A, B: direct RPA matrices in the space of all four spin-orbital excitations.
Energies are in hartree and distances in bohr unless labelled otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants, integrate, optimize
from pyscf import gto, fci

HARTREE_EV = constants.value("Hartree energy in eV")


def h2_integrals(distance):
    """One- and two-electron integrals and Fock matrix in symmetry orbitals."""
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                unit="Bohr", basis="sto-3g", verbose=0)
    s = mol.intor("int1e_ovlp")[0, 1]
    c = np.array([[1 / np.sqrt(2 * (1 + s)), 1 / np.sqrt(2 * (1 - s))],
                  [1 / np.sqrt(2 * (1 + s)), -1 / np.sqrt(2 * (1 - s))]])
    core = c.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ c
    ao = mol.intor("int2e").reshape(2, 2, 2, 2)
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", ao, c, c, c, c)
    fock = core + 2 * eri[:, :, 0, 0] - eri[:, 0, 0, :]
    return core, eri, fock


def gap_and_exchange(distance):
    _, eri, fock = h2_integrals(distance)
    return fock[1, 1] - fock[0, 0], eri[0, 1, 0, 1]


def bare(eri, p, q, r, s):
    """<pq|rs> for spin orbitals given as (spatial index, spin)."""
    return eri[p[0], r[0], q[0], s[0]] * (p[1] == r[1]) * (q[1] == s[1])


OCC = [(0, 0), (0, 1)]
VIR = [(1, 0), (1, 1)]
PAIRS = [(i, a) for i in OCC for a in VIR]


def rpa_matrices(eri, d):
    b = np.array([[bare(eri, i, j, a, bb) for j, bb in PAIRS]
                  for i, a in PAIRS])
    a_mat = d * np.eye(4) + np.array(
        [[bare(eri, i, bb, a, j) for j, bb in PAIRS] for i, a in PAIRS])
    return a_mat, b


def residual(a, b, t):
    return b + a @ t + t @ a + t @ b @ t


def solve_ring(a, b, d):
    t = np.zeros((4, 4))
    for _ in range(400):
        t = t - 0.3 * residual(a, b, t) / (2 * d)
    assert np.max(abs(residual(a, b, t))) < 1e-11
    return t


def rpa_frequencies(a, b):
    w = np.linalg.eigvals(np.block([[a, b], [-b, -a]]))
    assert np.max(abs(w.imag)) < 1e-7
    return np.sort(w.real)[4:]


def ring_orders(a, b, d, highest):
    """Energies of each order in the interaction from the matrix equation."""
    w = a - d * np.eye(4)
    t = [np.zeros((4, 4))]
    energy = {}
    for n in range(1, highest):
        rhs = w @ t[n - 1] + t[n - 1] @ w
        if n == 1:
            rhs = rhs + b
        for k in range(1, n - 1):
            rhs = rhs + t[k] @ b @ t[n - 1 - k]
        t.append(-rhs / (2 * d))
        energy[n + 1] = 0.5 * np.trace(b @ t[n])
    return energy


def closed_form(d, k):
    return (np.sqrt(d * (d + 4 * k)) - d - 2 * k) / 2


def two_state(core, eri):
    return np.array([[2 * core[0, 0] + eri[0, 0, 0, 0], eri[0, 1, 0, 1]],
                     [eri[0, 1, 0, 1], 2 * core[1, 1] + eri[1, 1, 1, 1]]])


def exact_correlation(core, eri):
    h = two_state(core, eri)
    return np.linalg.eigvalsh(h)[0] - h[0, 0]


# Molecule near equilibrium
R0 = 1.4
core, eri, fock = h2_integrals(R0)
assert abs(fock[0, 1]) < 1e-10
d = fock[1, 1] - fock[0, 0]
K = eri[0, 1, 0, 1]
A, B = rpa_matrices(eri, d)
T = solve_ring(A, B, d)
E_ring = 0.5 * np.trace(B @ T)
t = T[0, 0] + T[0, 3]
triplet = T[0, 0] - T[0, 3]
assert abs(E_ring - closed_form(d, K)) < 1e-10
assert abs(triplet) < 1e-10 and abs(E_ring - K * t) < 1e-10
flip_free = np.zeros((4, 4))
flip_free[np.ix_([0, 3], [0, 3])] = 0.5
assert np.max(abs(residual(A, B, flip_free / t))) < 1e-8
E_other = 0.5 * np.trace(B @ flip_free / t)

# RPA frequencies and imaginary-frequency response
omega = rpa_frequencies(A, B)
assert abs(omega[-1] - np.sqrt(d * (d + 4 * K))) < 1e-8
assert np.max(abs(omega[:3] - d)) < 1e-7
E_plasmon = 0.5 * (omega.sum() - np.trace(A))
assert abs(E_plasmon - E_ring) < 1e-7


def response_integrand(u):
    v_chi = -2 * d / (d**2 + (d * u)**2) * B
    logdet = np.linalg.slogdet(np.eye(4) - v_chi)[1]
    return d * (logdet + np.trace(v_chi)) / (2 * np.pi)


E_response = integrate.quad(response_integrand, 0, np.inf, epsabs=1e-10)[0]
assert abs(E_response - E_ring) < 1e-7

# Expansion: matrix recursion against the series of the closed form
orders = ring_orders(A, B, d, 60)
x = sp.symbols("x")
series = sp.series((sp.sqrt(1 + 4 * x) - 1 - 2 * x) / 2, x, 0, 8).removeO()
coefficient = {n: series.coeff(x, n) for n in range(2, 8)}
for n in coefficient:
    scaled = orders[n] * d**(n - 1) / K**n
    assert abs(scaled - float(coefficient[n])) < 1e-8
    assert coefficient[n] == (-1)**(n - 1) * sp.catalan(n - 1)
assert abs(sum(orders.values()) - E_ring) < 1e-10

# MP2 from spin-orbital sums, split into its parts
direct = exchange = same_spin = mp2 = sosex = 0.0
for p, (i, a) in enumerate(PAIRS):
    for q, (j, b) in enumerate(PAIRS):
        v = bare(eri, i, j, a, b)
        w = bare(eri, i, j, b, a)
        direct += 0.5 * v * v / (-2 * d)
        exchange -= 0.5 * v * w / (-2 * d)
        mp2 += 0.25 * (v - w)**2 / (-2 * d)
        sosex += 0.5 * (v - w) * T[p, q]
        if i == j:
            same_spin += 0.5 * v * v / (-2 * d)
assert abs(mp2 + K**2 / (2 * d)) < 1e-12
assert abs(direct + exchange - mp2) < 1e-12
assert abs(direct - orders[2]) < 1e-12 and abs(direct - 2 * mp2) < 1e-12
assert abs(same_spin + exchange) < 1e-12
assert abs(sosex - E_ring / 2) < 1e-10
assert abs(E_ring / mp2 - 2 * (1 + t)**2) < 1e-8

# Exact energy, and its Taylor coefficients in the coupling strength
E_fci = exact_correlation(core, eri)
general_ci = fci.direct_spin1.kernel(core, eri, 2, 2)[0]
assert abs(general_ci - two_state(core, eri)[0, 0] - E_fci) < 1e-8
H0 = np.diag([2 * fock[0, 0], 2 * fock[1, 1]])
V = two_state(core, eri) - H0
circle = 0.5 * np.exp(2j * np.pi * np.arange(64) / 64)
levels = []
for z in circle:
    ev = np.linalg.eigvals(H0 + z * V)
    levels.append(ev[np.argmin(ev.real)])
exact2 = np.mean(np.array(levels) / circle**2).real
exact3 = np.mean(np.array(levels) / circle**3).real
Jgg, Juu, Jgu = eri[0, 0, 0, 0], eri[1, 1, 1, 1], eri[0, 0, 1, 1]
g = (Jgg + Juu) / 2 - 2 * Jgu + K
assert abs(exact2 - mp2) < 1e-10
assert abs(exact3 - K**2 * g / (2 * d**2)) < 1e-10
assert exact3 < 0 < orders[3]

# Stretching the bond
cross = 2 - np.sqrt(2)
table = []
for R in (1.4, 2.5, 4.0, 10.0):
    c1, e2, f = h2_integrals(R)
    dr, kr = f[1, 1] - f[0, 0], e2[0, 1, 0, 1]
    ar, br = rpa_matrices(e2, dr)
    ring = 0.5 * np.trace(br @ solve_ring(ar, br, dr))
    second = -kr**2 / (2 * dr)
    assert abs(ring - closed_form(dr, kr)) < 1e-9
    assert (ring < second) == (kr / dr < cross)
    table.append((R, dr, kr, ring, second, exact_correlation(c1, e2)))
assert table[0][3] < table[0][4] and table[-1][3] > table[-1][4]


def series_limit(R):
    gap, exch = gap_and_exchange(R)
    return 4 * exch / gap - 1


def mp2_crossing(R):
    gap, exch = gap_and_exchange(R)
    return exch / gap - cross


R_series = optimize.brentq(series_limit, 1.4, 10.0)
R_cross = optimize.brentq(mp2_crossing, 1.4, 10.0)
_, eri4, fock4 = h2_integrals(4.0)
d4 = fock4[1, 1] - fock4[0, 0]
orders4 = ring_orders(*rpa_matrices(eri4, d4), d4, 60)
assert abs(orders4[60]) > abs(orders4[30]) > abs(orders4[10])

# Dissociation
R_far = 1000.0
core_f, eri_f, fock_f = h2_integrals(R_far)
d_far, K_far = fock_f[1, 1] - fock_f[0, 0], eri_f[0, 1, 0, 1]
A_far, B_far = rpa_matrices(eri_f, d_far)
E_far = 0.5 * (rpa_frequencies(A_far, B_far).sum() - np.trace(A_far))
fci_far = exact_correlation(core_f, eri_f)
assert abs(d_far * R_far - 1) < 1e-6
assert abs(E_far + K_far - np.sqrt(d_far * K_far) + d_far / 2) < d_far**1.5
assert abs(fci_far + K_far) < 1e-6

print(f"H2, STO-3G, R = {R0:.1f} bohr; energies in hartree")
print(f"orbital energies g, u: {fock[0, 0]:.6f}, {fock[1, 1]:.6f}")
print(f"gap d = {d:.6f}")
print(f"exchange integral K = {K:.6f}")
print(f"K/d = {K / d:.6f}, 4K/d = {4 * K / d:.6f} (no unit)")
print(f"Coulomb Jgg, Juu, Jgu: {Jgg:.6f}, {Juu:.6f}, {Jgu:.6f}")
print(f"singlet amplitude t = {t:.6f}, other root = {1 / t:.6f} (no unit)")
print(f"RPA singlet frequency (energy) = {omega[-1]:.6f}")
print(f"ring CCD, iterated = {E_ring:.8f}")
print(f"ring CCD, closed form = {closed_form(d, K):.8f}")
print(f"ring energy, RPA frequencies = {E_plasmon:.8f}")
print(f"ring energy, response integral = {E_response:.8f}")
print(f"energy of the other root = {E_other:.6f}")
print("order, series coefficient, ring term, partial sum")
partial = 0.0
for n in range(2, 8):
    partial += orders[n]
    print(f"{n} {int(coefficient[n]):5d} {orders[n]:.8f} {partial:.8f}")
print(f"MP2 direct part = {direct:.8f}")
print(f"same-spin part of direct MP2 = {same_spin:.8f}")
print(f"MP2 exchange part = {exchange:.8f}")
print(f"full MP2 = {mp2:.8f}")
print(f"ring CCD / MP2 = {E_ring / mp2:.6f} (no unit)")
print(f"SOSEX = {sosex:.8f}")
print(f"full CI correlation = {E_fci:.8f}")
print(f"g in exact third order = {g:.6f}")
print(f"third order: exact {exact3:.8f}, ring {orders[3]:.8f}")
print(f"in eV: ring {E_ring * HARTREE_EV:.5f}, MP2 {mp2 * HARTREE_EV:.5f}, "
      f"full CI {E_fci * HARTREE_EV:.5f}")
print("R (bohr), d, K, K/d (no unit), ring CCD, MP2, full CI")
for R, dr, kr, ring, second, exact in table:
    print(f"{R:.1f} {dr:.6f} {kr:.6f} {kr / dr:.4f} "
          f"{ring:.6f} {second:.6f} {exact:.6f}")
print(f"series limit 4K = d at R = {R_series:.4f} bohr")
print(f"ring = MP2 at K/d = {cross:.6f} (no unit), R = {R_cross:.4f} bohr")
print(f"R = {R_far:.0f} bohr: d = {d_far:.6f}, K = {K_far:.6f}")
print(f"  ring = {E_far:.6f}, full CI = {fci_far:.6f}, "
      f"MP2 = {-K_far**2 / (2 * d_far):.3f}")
print("all good")
```

It prints:

```
H2, STO-3G, R = 1.4 bohr; energies in hartree
orbital energies g, u: -0.578203, 0.670268
gap d = 1.248471
exchange integral K = 0.181258
K/d = 0.145184, 4K/d = 0.580736 (no unit)
Coulomb Jgg, Juu, Jgu: 0.674594, 0.697495, 0.663564
singlet amplitude t = -0.113975, other root = -8.773838 (no unit)
RPA singlet frequency (energy) = 1.569669
ring CCD, iterated = -0.02065891
ring CCD, closed form = -0.02065891
ring energy, RPA frequencies = -0.02065891
ring energy, response integral = -0.02065891
energy of the other root = -1.590328
order, series coefficient, ring term, partial sum
2    -1 -0.02631574 -0.02631574
3     2 0.00764125 -0.01867449
4    -5 -0.00277347 -0.02144796
5    14 0.00112746 -0.02032050
6   -42 -0.00049107 -0.02081157
7   132 0.00022407 -0.02058750
MP2 direct part = -0.02631574
same-spin part of direct MP2 = -0.01315787
MP2 exchange part = 0.01315787
full MP2 = -0.01315787
ring CCD / MP2 = 1.570080 (no unit)
SOSEX = -0.01032945
full CI correlation = -0.02056162
g in exact third order = -0.459825
third order: exact -0.00484619, ring 0.00764125
in eV: ring -0.56216, MP2 -0.35804, full CI -0.55951
R (bohr), d, K, K/d (no unit), ring CCD, MP2, full CI
1.4 1.248471 0.181258 0.1452 -0.020659 -0.013158 -0.020562
2.5 0.684288 0.217937 0.3185 -0.044141 -0.034705 -0.064680
4.0 0.345837 0.265128 0.7666 -0.089346 -0.101627 -0.182696
10.0 0.100110 0.337303 3.3693 -0.196904 -0.568242 -0.337193
series limit 4K = d at R = 2.1442 bohr
ring = MP2 at K/d = 0.585786 (no unit), R = 3.4917 bohr
R = 1000 bohr: d = 0.001000, K = 0.386803
  ring = -0.367629, full CI = -0.386803, MP2 = -74.808
all good
```
